Mean 1/r and ∫PQ/r for Dirac-Coulomb States from the Sommerfeld Formula

For one electron bound to a point nucleus with Z = 53, the nonrelativistic formula Z/n² puts the 1s mean of 1/r at 100.2 Å⁻¹. The Dirac value is 108.6 Å⁻¹, so the estimate misses 7.8% of it. A second moment, the integral of PQ/r over the upper and lower radial functions, measures the angular part of the relativistic kinetic term. Both can be integrated from the wavefunctions, but that means a new polynomial calculation for each state. Differentiating the energy avoids this, provided that the right quantum number is held fixed. With the wrong one fixed, the second integral comes out about thirteen times too small for the 2p1/2 state of this ion.

**Setting and conventions**

Atomic units are used in the algebra, c is the speed of light, and the potential is −Z/r. The wavefunction has upper part P(r)/r times a spin-angular function labelled κ, and lower part iQ(r)/r times the one labelled −κ. The phases are chosen so that σ·r̂, with σ the Pauli matrices and r̂ the radial unit vector, turns the function labelled κ into minus the one labelled −κ; the opposite choice amounts to replacing Q by −Q. With the rest energy c² included in E, the radial equations are

c²P − ZP/r + c(−Q′ + κQ/r) = EP (1)

c(P′ + κP/r) − c²Q − ZQ/r = EQ (2)

∫(P² + Q²) dr = 1.

All integrals run from 0 to ∞, and ⟨1/r⟩ = ∫(P² + Q²)/r dr. Replacing Q by −Q in the convention would reverse the sign of ∫PQ/r dr and leave ⟨1/r⟩ unchanged.

Physical states have κ = ±1, ±2, …, but (1) and (2) make sense for any real κ. Put

ζ = Z/c, γ = √(κ² − ζ²), and assume 0 < ζ < |κ|.

Near the origin one solution behaves as r^γ and the other as r^(−γ). The first is called regular. A bound state is here a normalizable regular solution with −c² < E < c². When γ < 1/2 the other solution is also square-integrable at the origin, so the choice of the regular one is then a genuine assumption.

**Theorem.** Each bound state has an integer n_r ≥ 0, the degree of its polynomial factor, with n_r = 0 possible only for κ < 0. With

N = √(n_r² + 2n_rγ + κ²),

its moments are

⟨1/r⟩ = Z(n_rγ + κ²)/(γN³) (3)

∫PQ/r dr = Z²κ/(2cγN³). (4)

The proof needs the energy for non-integer κ, and then a justification for differentiating it.

**Lemma 1 (Sommerfeld formula for real κ).** The bound states have E = c²(n_r + γ)/N, with n_r = 0, 1, 2, … for κ < 0 and n_r = 1, 2, … for κ > 0.

Proof. Define λ and τ by

cλ = √(c⁴ − E²), τ = √((c² − E)/(c² + E)).

Then cλ = τ(c² + E) and c² − E = τcλ. Write the regular solution as

P = r^γ e^(−λr) Σ a_k r^k, Q = r^γ e^(−λr) Σ b_k r^k, k = 0, 1, 2, …

The coefficient of r^(γ+k−1) in P′, apart from the common exponential, is (γ+k)a_k − λa_(k−1), and similarly for Q′. Equation (2) therefore gives

c(γ+k+κ)a_k − Zb_k = cλa_(k−1) + (c²+E)b_(k−1) ≡ s_(k−1).

Equation (1), rearranged as c(Q′ − κQ/r) = (c² − E − Z/r)P, gives

Za_k + c(γ+k−κ)b_k = (c²−E)a_(k−1) + cλb_(k−1) = τs_(k−1).

The last equality follows from the two relations between λ and τ.

For k = 0 the right sides vanish. A nonzero solution requires γ² − κ² + ζ² = 0, which holds, and then

b_0/a_0 = (γ+κ)/ζ. (5)

For k ≥ 1, divide both relations by c and solve for a_k and b_k. The determinant that appears is

(γ+k)² − κ² + ζ² = (γ+k)² − γ² = k(k+2γ),

and the solution is

k(k+2γ)a_k = (γ+k−κ+ζτ)s_(k−1)/c

k(k+2γ)b_k = [τ(γ+k+κ) − ζ]s_(k−1)/c. (6)

Since s_k = (c²+E)(τa_k + b_k), the terms in κ cancel:

k(k+2γ)s_k = [(c²+E)/c][2τ(γ+k) − ζ(1−τ²)]s_(k−1).

Now (c²+E)τ/c = λ, and (1−τ²)/(2τ) = E/√(c⁴−E²). With ν = ζE/√(c⁴−E²) this becomes

s_k = 2λ(γ+k−ν)s_(k−1)/[k(k+2γ)]. (7)

If no s_k vanishes, s_k/s_(k−1) approaches 2λ/k. From some k on, all s_k have one sign, and their sum grows faster than exp(2λ(1−ε)r) for any small ε > 0, apart from a polynomial. The combination cλP + (c²+E)Q equals r^γ e^(−λr) Σ s_k r^k, so it grows with r and the state is not normalizable. Hence some s_k must vanish. Let n_r be the first such k. By (6) all later coefficients vanish, so the series is a polynomial of degree n_r.

If n_r ≥ 1, equation (7) requires ν = γ + n_r. If n_r = 0, then s_0 = 0 means b_0 = −τa_0. By (5) this needs γ + κ < 0. Since γ < |κ|, that is the case for κ < 0 and impossible for κ > 0. For κ < 0 it gives

τ = (|κ|−γ)/ζ = ζ/(|κ|+γ),

because ζ² = (|κ|−γ)(|κ|+γ). Multiplying the two forms gives τ² = (|κ|−γ)/(|κ|+γ), so (1−τ²)/(2τ) = γ/ζ and ν = γ. Thus ν = γ + n_r in every case.

Conversely, this condition gives a terminating series. For n_r ≥ 1, s_0 cannot vanish, since that would force ν = γ, and (7) then stops the series at k = n_r. For n_r = 0 and κ < 0 the steps for τ can be reversed, because (1−τ²)/(2τ) decreases with τ and so fixes τ.

Finally put x = n_r + γ. The condition ζE/√(c⁴−E²) = x makes E positive, and squaring it gives E²(x²+ζ²) = c⁴x². Since γ² + ζ² = κ²,

x² + ζ² = n_r² + 2n_rγ + κ² = N²,

and E = c²x/N. ∎

**Lemma 2 (two-state identity).** Let states 1 and 2 have parameters (Z₁,κ₁) and (Z₂,κ₂). Then

(E₂−E₁)∫(P₁P₂+Q₁Q₂) dr = −(Z₂−Z₁)∫(P₁P₂+Q₁Q₂)/r dr + c(κ₂−κ₁)∫(P₁Q₂+Q₁P₂)/r dr. (8)

Proof. Multiply (1) and (2) for state 2 by P₁ and Q₁ and add. Subtract the same expression with the labels exchanged. The rest-energy terms cancel. The derivative terms are

c(−P₁Q₂′ + Q₁P₂′ + P₂Q₁′ − Q₂P₁′) = c d(Q₁P₂ − P₁Q₂)/dr.

Their integral is a boundary term. It vanishes at the origin, where the products behave as r^(γ₁+γ₂), and at infinity, where they decay exponentially. The remaining terms are those in (8). ∎

**Lemma 3 (derivatives of the energy).** At fixed n_r,

∂E/∂Z = −⟨1/r⟩, ∂E/∂κ = 2c∫PQ/r dr. (9)

Proof. Both formulas follow from (8) by letting state 2 approach state 1, if the integrals converge to their values at coinciding parameters. This needs an argument, because the exponent γ changes along with the parameters.

Set a_0 = 1. By (5) and (6) all coefficients are continuous in Z and κ, since k(k+2γ) is positive, and so are γ and λ. In a small closed neighbourhood of the chosen parameters, γ and λ have positive lower bounds γ_m and λ_m. There |P| and |Q| are bounded by a constant times r^(γ_m) for r < 1, and by a constant times a fixed power of r times exp(−λ_m r) for r > 1. Every integrand in (8) is then bounded by one integrable function, which near the origin is proportional to r^(2γ_m−1). Dominated convergence gives the limits of the integrals and the continuity of the norm, so normalized functions may be used.

Take κ₂ = κ₁, divide (8) by Z₂−Z₁ and let Z₂ → Z₁. The overlap tends to 1, which gives the first formula. Taking Z₂ = Z₁ and dividing by κ₂−κ₁ gives the second. Its factor 2 comes from the two equal terms in P₁Q₂ + Q₁P₂. ∎

**Proof of the theorem.** Regard E/c² = x/N as a function of x = n_r + γ and ζ, with N² = x² + ζ². Then

∂(x/N)/∂x = 1/N − x²/N³ = ζ²/N³

∂(x/N)/∂ζ = −xζ/N³.

From γ² = κ² − ζ², at fixed n_r,

∂x/∂κ = ∂γ/∂κ = κ/γ, ∂x/∂ζ = ∂γ/∂ζ = −ζ/γ.

For the derivative with respect to Z, use ∂ζ/∂Z = 1/c:

∂E/∂Z = c²(1/c)[−xζ/N³ − (ζ²/N³)(ζ/γ)] = −cζ(xγ+ζ²)/(γN³).

Here cζ = Z, and xγ + ζ² = n_rγ + γ² + ζ² = n_rγ + κ². With (9) this is (3).

For the derivative with respect to κ,

∂E/∂κ = c²(ζ²/N³)(κ/γ) = Z²κ/(γN³). (10)

Division by 2c gives (4). ∎

**Remark 1: which quantum number is fixed.** The principal quantum number is n = n_r + |κ|. If n were held fixed while κ varied, n_r would have to become n − |κ|, and ∂x/∂κ would be κ/γ − sgn κ instead of κ/γ. The result would be the true derivative multiplied by

(|κ|/γ − 1)/(|κ|/γ) = 1 − γ/|κ|.

This is not a matter of convention. Along that path n_r is not an integer, and by Lemma 1 there is no bound state to which Lemma 3 could apply. In weak coupling the factor is approximately ζ²/(2κ²), so the fixed-n derivative is then almost entirely wrong.

**Remark 2: weak coupling.** Let c → ∞ at fixed Z. Then γ → |κ|, N → n, and

⟨1/r⟩ → Z/n², 2c∫PQ/r dr → sgn(κ)Z²/n³.

The first relativistic correction to ⟨1/r⟩ follows from γ ≈ |κ| − δ with δ = ζ²/(2|κ|). To first order in δ,

(n_rγ+κ²)/γ = n_r + κ²/γ ≈ n + δ

N² ≈ n² − 2n_rδ, so 1/N³ ≈ (1 + 3n_rδ/n²)/n³.

Therefore

⟨1/r⟩ ≈ (Z/n²)[1 + δ(1/n + 3n_r/n²)]. (11)

The correction is positive: at this order the mean of 1/r exceeds its nonrelativistic value.

**Remark 3: where the formulas fail.** As ζ approaches |κ|, γ tends to zero while N stays finite, and both moments grow as 1/γ. The cause is the factor r^(2γ−1) in the integrands, which ceases to be integrable at the origin. The energy itself stays finite, but its slope does not. The closed forms hold for one electron and a pure −Z/r potential. A nucleus of finite size or screening by other electrons changes the radial equations, and (3) and (4) are then approximations at best.

**Corollary 1 (pairs of opposite κ).** Two states with the same Z, |κ| and n_r ≥ 1 but opposite κ have equal energies, equal ⟨1/r⟩ and opposite ∫PQ/r dr. This holds because γ, N and (3) contain κ only through κ², while (4) is odd in κ. The states 2s1/2 (κ = −1) and 2p1/2 (κ = 1) form such a pair.

**Corollary 2 (angular share of the kinetic term).** Let T be the expectation value of cα·p, the kinetic term of the Dirac Hamiltonian, in which α are the Dirac matrices and p is the momentum. Then T = Z⟨1/r⟩, and the part of T that contains κ/r makes up the fraction

κ²/(n_rγ+κ²). (12)

Proof. Collecting the terms of (1) and (2) that contain neither c² nor Z,

T = c∫(QP′ − PQ′) dr + 2cκ∫PQ/r dr.

To find T, define p(r) = P(sr) and q(r) = Q(sr) with s > 0. Evaluating (1) and (2) at sr and multiplying by s shows that p and q obey the same equations, with the rest-energy term c² replaced by sc² and E replaced by sE. The terms in Z/r and κ/r are unchanged. Repeating the proof of Lemma 2 for the pairs (P,Q) and (p,q), only the rest-energy terms differ, and

(s−1)E∫(Pp+Qq) dr = (s−1)c²∫(Pp−Qq) dr.

Divide by s−1 and let s → 1:

E = c²∫(P²−Q²) dr.

On the other hand, multiplying (1) by P and (2) by Q, adding and integrating gives

E = c²∫(P²−Q²) dr − Z⟨1/r⟩ + T.

Comparison yields T = Z⟨1/r⟩. By (4) the angular part is 2cκ∫PQ/r dr = Z²κ²/(γN³). Dividing it by Z times (3) gives (12). ∎

Two readings should be avoided. T is not the kinetic energy: in weak coupling it tends to Z²/n², twice the nonrelativistic kinetic energy. And the angular part, defined here by the factor κ/r, is not the nonrelativistic centrifugal energy: it is nonzero even for s states, which have κ = −1.

For n_r = 0 the fraction is 1. The reason is visible in the wavefunction: P and Q are then both multiples of r^γ e^(−λr), so QP′ − PQ′ vanishes at every r.

**Example: an iodine nucleus with one electron**

Take Z = 53 with a point nucleus. Nuclear size, recoil and radiative corrections are left out, and the numbers do not describe neutral iodine. Nuclear size alone changes the last digit of the s-state entries below: a uniformly charged sphere of rms radius 4.75 fm gives 108.59 and −20.99 Å⁻¹ for the two 1s moments and 27.69 and −2.785 Å⁻¹ for 2s, while 2p1/2 is unchanged at the digits shown. With c = 137.036, ζ = 0.386760. For 2p1/2, κ = 1 and n_r = 1, so

γ = √(1 − ζ²) = 0.922181 (from the unrounded ζ)

N = √(1 + 2 × 0.922181 + 1) = 1.960704

γN³ = 6.9511.

Equation (3) gives

⟨1/r⟩ = 53 × 1.922181/6.9511 = 14.656 a.u. = 27.70 Å⁻¹.

In (4), Z²/c = Zζ, so

∫PQ/r dr = 53 × 0.386760/(2 × 6.9511) = 1.4745 a.u. = 2.786 Å⁻¹.

The same formulas give, in Å⁻¹:

State | ⟨1/r⟩ | Z/n² | ∫PQ/r dr
1s | 108.61 | 100.16 | −21.00
2s | 27.70 | 25.04 | −2.786
2p1/2 | 27.70 | 25.04 | 2.786
2p3/2 | 25.52 | 25.04 | −2.468

Relative to Z/n², the Dirac values are higher by 8.4% for 1s, 10.6% for 2s and 2p1/2, and 1.9% for 2p3/2. The leading correction (11) gives ζ²/2 = 7.5%, 5ζ²/8 = 9.3% and ζ²/8 = 1.9%. It accounts for the order of the three values, including the larger relative change for 2s than for 1s, which comes from the term 3n_r/n². The remaining differences are of higher order in ζ².

For 2p1/2 the kinetic term is T = 21137 eV. Its angular part is 10996 eV, a share of 0.520, in agreement with 1/(1+γ) from (12). Because κ = 1, the angular part is also ∂E/∂κ. Holding n fixed would have given 856 eV, which is 0.078 of the true derivative, as 1 − γ requires.

The numerical check finds the energies by matching two-sided solutions of the radial equations, and compares (3) and (4) with quadrature over the resulting wavefunctions, including cases with non-integer κ.

Computed results

```
Nuclear charge Z (iodine, one electron): 53
Speed of light c: 137.035999 a.u.;  zeta = Z/c: 0.386760
Hartree: 27.211386 eV;  bohr: 0.52917721 angstrom
1s: kappa=-1, n_r=0, gamma=0.922181, N=1.000000
  binding energy, formula:    39765.663 eV
  binding energy, numerical:  39765.663 eV
  <1/r>, formula:    108.607242 1/angstrom
  <1/r>, quadrature: 108.607242 1/angstrom
  Z/n^2 (nonrel.):   100.155485 1/angstrom
  int PQ/r, formula:    -21.002451 1/angstrom
  int PQ/r, quadrature: -21.002451 1/angstrom
  main results in 1/bohr: 57.472477 and -11.114019
  kinetic term Z<1/r>: 82887.01 eV
  angular part: 82887.01 eV, share 1.000000
2s: kappa=-1, n_r=1, gamma=0.922181, N=1.960704
  binding energy, formula:    10040.049 eV
  binding energy, numerical:  10040.049 eV
  <1/r>, formula:    27.695978 1/angstrom
  <1/r>, quadrature: 27.695978 1/angstrom
  Z/n^2 (nonrel.):   25.038871 1/angstrom
  int PQ/r, formula:    -2.786338 1/angstrom
  int PQ/r, quadrature: -2.786338 1/angstrom
  main results in 1/bohr: 14.656080 and -1.474466
  kinetic term Z<1/r>: 21137.05 eV
  angular part: 10996.39 eV, share 0.520242
2p1/2: kappa=1, n_r=1, gamma=0.922181, N=1.960704
  binding energy, formula:    10040.049 eV
  binding energy, numerical:  10040.049 eV
  <1/r>, formula:    27.695978 1/angstrom
  <1/r>, quadrature: 27.695978 1/angstrom
  Z/n^2 (nonrel.):   25.038871 1/angstrom
  int PQ/r, formula:    2.786338 1/angstrom
  int PQ/r, quadrature: 2.786338 1/angstrom
  main results in 1/bohr: 14.656080 and 1.474466
  kinetic term Z<1/r>: 21137.05 eV
  angular part: 10996.39 eV, share 0.520242
2p3/2: kappa=-2, n_r=0, gamma=1.962248, N=2.000000
  binding energy, formula:    9645.634 eV
  binding energy, numerical:  9645.634 eV
  <1/r>, formula:    25.520599 1/angstrom
  <1/r>, quadrature: 25.520599 1/angstrom
  Z/n^2 (nonrel.):   25.038871 1/angstrom
  int PQ/r, formula:    -2.467585 1/angstrom
  int PQ/r, quadrature: -2.467585 1/angstrom
  main results in 1/bohr: 13.504919 and -1.305790
  kinetic term Z<1/r>: 19476.84 eV
  angular part: 19476.84 eV, share 1.000000
2p1/2 dE/dkappa, numerical energies: 10996.40 eV
2p1/2 2c int PQ/r, quadrature: 10996.39 eV
2p1/2 dE/dkappa at fixed n (wrong): 855.73 eV
2p1/2 fixed-n value / true value: 0.07782
2p1/2 dE/dZ, numerical energies: -398.812 eV
2p1/2 -<1/r>, quadrature: -398.812 eV
Two-state identity, Z=53,kappa=-1 and Z=80,kappa=-1.3, n_r=1:
  left -7412.947 eV, right -7412.947 eV
Largest relative deviations over all test states:
  B 9.7e-13, <1/r> 6.3e-12, int PQ/r 6.3e-12
```
